# How excess charge in a metal decays: inertia and plasma oscillations: a numerical check

```python
# Result under test: excess charge inside a Drude metal obeys
#   rho'' + rho'/tau + wp^2 rho = 0,   wp^2 = n e^2/(eps0 m),
# so for wp*tau > 1/2 it oscillates with amplitude exp(-t/(2 tau)) and does
# not decay as exp(-sigma t/eps0). The naive law returns for wp*tau << 1.
# n: conduction electron density, tau: collision time, sigma: conductivity,
# wp: plasma frequency, rho: excess charge density (electrons start at rest).
# With bound electrons included, the fraction of a suddenly inserted charge
# screened by time t is at most (all-electron plasma frequency * t)^2 / 2.
import numpy as np
from scipy.constants import e, m_e, epsilon_0, hbar
from scipy.integrate import solve_ivp, trapezoid
from scipy.linalg import expm
from scipy.optimize import brentq


def plasma_frequency(n):
    return np.sqrt(n * e**2 / (epsilon_0 * m_e))


def charge_formula(t, wp, tau):
    """Derived charge ratio rho(t)/rho(0), valid in both regimes."""
    g = 1 / (2 * tau)
    w = np.sqrt(complex(wp**2 - g**2))
    return np.real(np.exp(-g * t) * (np.cos(w * t) + g / w * np.sin(w * t)))


def mode_rates(n, tau):
    """Eigenvalues (1/s) of continuity plus the current equation."""
    x = plasma_frequency(n) * tau
    # variables: rho and tau*div(J); time in units of tau
    return np.linalg.eigvals(np.array([[0.0, -1.0], [x**2, -1.0]])) / tau


def slowest_time(n, tau):
    return 1 / np.min(-mode_rates(n, tau).real)


def sheet_charge(tau, times):
    """Charge wave of electron sheets in a fixed positive slab (wp = 1).
    Forces are summed over all pairs of sheets; spacing is the length unit."""
    count = 40
    rest = np.arange(count) + 0.5
    k = 4 * np.pi / count
    start = rest + 1e-3 / k * np.sin(k * rest)

    def motion(t, y):
        x, v = y[:count], y[count:]
        repulsion = 0.5 * np.sign(x[:, None] - x[None, :]).sum(axis=1)
        background = -(x - count / 2)
        return np.concatenate([v, repulsion + background - v / tau])

    run = solve_ivp(motion, (0, times[-1]),
                    np.concatenate([start, np.zeros(count)]),
                    method="DOP853", t_eval=times, rtol=1e-9, atol=1e-12)
    assert run.success
    wave = np.cos(k * run.y[:count]).sum(axis=0)
    return wave / wave[0]


def screening_matrix(groups):
    """Linear motion of several electron groups around an inserted charge.
    Each group: (electrons per atom, resonance, damping), in units of wp.
    State: inserted charge, induced charges, their time derivatives."""
    g = len(groups)
    a = np.zeros((2 * g + 1, 2 * g + 1))
    for j, (number, resonance, damping) in enumerate(groups):
        a[1 + j, 1 + g + j] = 1
        a[1 + g + j, :g + 1] = -number
        a[1 + g + j, 1 + j] -= resonance**2
        a[1 + g + j, 1 + g + j] = -damping
    return a


def screened_fraction(groups, t):
    return -expm(screening_matrix(groups) * t)[1:len(groups) + 1, 0].sum()


def show(label, value, unit=""):
    print(f"{label}: {value:.4g} {unit}".rstrip())


# Rough two-figure inputs for copper near room temperature
resistivity = 1.7e-8
n = 8.5e28
sigma = 1 / resistivity
tau = m_e * sigma / (n * e**2)
wp = plasma_frequency(n)
x = wp * tau
naive = epsilon_0 / sigma

# Random collisions: mean velocity after switching on a constant field.
# Time in tau, velocity in its steady value; tolerance covers step and noise.
rng = np.random.default_rng(1)
step = 0.005
velocity = np.zeros(100000)
for _ in range(200):
    velocity += step
    velocity[rng.random(velocity.size) < step] = 0.0
current_mc = velocity.mean()
current_law = 1 - np.exp(-1.0)
assert abs(current_mc - current_law) < 0.01

# Charge wave from pairwise Coulomb forces, oscillating and overdamped
times = np.linspace(0, 20, 201)
sheet_error = 0.0
for model_tau in (4.0, 0.2):
    difference = sheet_charge(model_tau, times) - charge_formula(
        times, 1.0, model_tau)
    sheet_error = max(sheet_error, np.max(np.abs(difference)))
assert sheet_error < 1e-5

# Copper: frequency and decay time from eigenvalues
rates = mode_rates(n, tau)
omega = np.sqrt(wp**2 - 1 / (4 * tau**2))
assert np.isclose(np.max(rates.imag), omega, rtol=1e-9)
decay = slowest_time(n, tau)
assert np.isclose(decay, 2 * tau, rtol=1e-9)
assert np.isclose(decay / naive, 2 * x**2, rtol=1e-9)

# Longer tau slows the decay; larger n leaves it unchanged
decay_long_tau = slowest_time(n, 10 * tau)
decay_double_n = slowest_time(2 * n, tau)
assert np.isclose(decay_long_tau / decay, 10, rtol=1e-8)
assert np.isclose(decay_double_n / decay, 1, rtol=1e-8)

# Energy over one cycle: field part ~ rho^2, kinetic part ~ (rho'/wp)^2
period = 2 * np.pi / omega
cycle_times = np.linspace(0, wp * period, 2001)
cycle = solve_ivp(lambda t, y: [y[1], -y[0] - y[1] / x],
                  (0, cycle_times[-1]), [1.0, 0.0], method="DOP853",
                  t_eval=cycle_times, rtol=1e-11, atol=1e-13)
energy = cycle.y[0]**2 + cycle.y[1]**2
kinetic_share = (trapezoid(cycle.y[1]**2, cycle_times)
                 / trapezoid(energy, cycle_times))
assert abs(kinetic_share - 0.5) < 0.01
assert np.isclose(energy[-1] / energy[0], np.exp(-period / tau), rtol=1e-7)

# Charge lost after the naive time, and first passage of charge through zero
drude = [(1, 0.0, 1 / x)]
lost = screened_fraction(drude, wp * naive)
assert np.isclose(lost, 1 - charge_formula(naive, wp, tau), rtol=1e-6)
assert np.isclose(lost, 1 / (2 * x**2), rtol=1e-3)
first_zero = brentq(lambda t: charge_formula(t / wp, wp, tau), 0.1, 3) / wp

# Shortest decay time at fixed density, found by scanning tau
scan = np.linspace(0.1, 2.0, 191)
scan_times = np.array([slowest_time(n, s / wp) for s in scan])
best = np.argmin(scan_times)
assert abs(scan[best] - 0.5) < 0.011
assert np.isclose(scan_times[best] * wp, 1, rtol=0.02)

# Dilute model conductor, where the naive law should work
n_dilute, tau_dilute = 1e20, 1e-13
x_dilute = plasma_frequency(n_dilute) * tau_dilute
naive_dilute = epsilon_0 * m_e / (n_dilute * e**2 * tau_dilute)
decay_dilute = slowest_time(n_dilute, tau_dilute)
decay_dilute_2tau = slowest_time(n_dilute, 2 * tau_dilute)
assert np.isclose(decay_dilute, naive_dilute, rtol=0.01)
assert np.isclose(decay_dilute_2tau / decay_dilute, 0.5, rtol=0.03)

# Bound electrons: chosen round resonance energies and widths, in eV
plasma_energy = hbar * wp / e
bound_choice = [(10, 20.0, 20.0), (18, 200.0, 20.0)]
groups = drude + [(number, res / plasma_energy, width / plasma_energy)
                  for number, res, width in bound_choice]
electrons = sum(group[0] for group in groups)
assert electrons == 29
for t in wp * naive * np.geomspace(0.1, 3000, 150):
    screened = screened_fraction(groups, t)
    assert screened <= electrons * t**2 / 2 * (1 + 1e-6)
    assert abs(1 - screened) <= 1 + 1e-9
lost_all = screened_fraction(groups, wp * naive)
bound_all = electrons * (wp * naive)**2 / 2
assert 0.98 < lost_all / bound_all <= 1
half_limit = 1 / (wp * np.sqrt(electrons))
modes = np.linalg.eigvals(screening_matrix(groups)[1:, 1:])
slow_mode = modes[np.argmin(-modes.real)]
decay_bound = 1 / (-slow_mode.real * wp)
assert abs(slow_mode.imag) > 0
assert 1000 * naive < decay_bound < decay

print("COPPER, rough inputs")
show("resistivity", resistivity, "ohm m")
show("conduction electron density", n, "m^-3")
show("conductivity sigma", sigma, "S/m")
show("collision time tau", tau, "s")
show("plasma frequency wp", wp, "rad/s")
show("plasma energy hbar*wp", plasma_energy, "eV")
show("wp*tau", x)
show("naive time eps0/sigma", naive, "s")
show("naive time / tau", naive / tau)
show("current / ohmic current after naive time", -np.expm1(-naive / tau))
print("DRUDE RESULT FOR COPPER")
show("relative shift of frequency 1-Omega/wp", 1 - omega / wp)
show("oscillation period", period, "s")
show("amplitude decay time 2 tau", decay, "s")
show("amplitude decay time 2 tau", decay * 1e15, "fs")
show("decay time / naive time", decay / naive)
show("periods in one decay time", decay / period)
show("first zero of the charge", first_zero, "s")
show("first zero / naive time", first_zero / naive)
show("fraction of charge lost after naive time", lost)
show("kinetic share of energy over one cycle", kinetic_share)
show("energy lost in one cycle, fraction", 1 - energy[-1] / energy[0])
print("CHANGING THE CONDUCTOR")
show("tau x 10: naive time", naive / 10, "s")
show("tau x 10: decay time", decay_long_tau, "s")
show("n x 2: naive time", naive / 2, "s")
show("n x 2: decay time", decay_double_n, "s")
show("wp*tau of fastest decay, from scan", scan[best])
show("shortest decay time at this density, 1/wp", 1 / wp, "s")
print("DILUTE MODEL CONDUCTOR")
show("electron density", n_dilute, "m^-3")
show("collision time", tau_dilute, "s")
show("wp*tau", x_dilute)
show("naive time", naive_dilute, "s")
show("decay time of slow mode", decay_dilute, "s")
show("decay time of slow mode, tau x 2", decay_dilute_2tau, "s")
print("ALL ELECTRONS, chosen resonances")
for number, res, width in bound_choice:
    print(f"bound group: {number} electrons, {res:g} eV, width {width:g} eV")
show("screened fraction after naive time", lost_all)
show("upper bound on that fraction", bound_all)
show("earliest possible time for half screening", half_limit, "s")
show("that time / naive time", half_limit / naive)
show("slowest decay time in this model", decay_bound, "s")
print("CHECKS")
show("random collisions: current at t=tau / ohmic", current_mc)
show("current law at t=tau / ohmic", current_law)
show("largest sheet-model deviation from formula", sheet_error)
print("every check passed")
```

It prints:

```
COPPER, rough inputs
resistivity: 1.7e-08 ohm m
conduction electron density: 8.5e+28 m^-3
conductivity sigma: 5.882e+07 S/m
collision time tau: 2.456e-14 s
plasma frequency wp: 1.645e+16 rad/s
plasma energy hbar*wp: 10.83 eV
wp*tau: 403.9
naive time eps0/sigma: 1.505e-19 s
naive time / tau: 6.129e-06
current / ohmic current after naive time: 6.129e-06
DRUDE RESULT FOR COPPER
relative shift of frequency 1-Omega/wp: 7.661e-07
oscillation period: 3.82e-16 s
amplitude decay time 2 tau: 4.912e-14 s
amplitude decay time 2 tau: 49.12 fs
decay time / naive time: 3.263e+05
periods in one decay time: 128.6
first zero of the charge: 9.558e-17 s
first zero / naive time: 635
fraction of charge lost after naive time: 3.065e-06
kinetic share of energy over one cycle: 0.5
energy lost in one cycle, fraction: 0.01543
CHANGING THE CONDUCTOR
tau x 10: naive time: 1.505e-20 s
tau x 10: decay time: 4.912e-13 s
n x 2: naive time: 7.526e-20 s
n x 2: decay time: 4.912e-14 s
wp*tau of fastest decay, from scan: 0.5
shortest decay time at this density, 1/wp: 6.08e-17 s
DILUTE MODEL CONDUCTOR
electron density: 1e+20 m^-3
collision time: 1e-13 s
wp*tau: 0.05641
naive time: 3.142e-11 s
decay time of slow mode: 3.132e-11 s
decay time of slow mode, tau x 2: 1.551e-11 s
ALL ELECTRONS, chosen resonances
bound group: 10 electrons, 20 eV, width 20 eV
bound group: 18 electrons, 200 eV, width 20 eV
screened fraction after naive time: 8.873e-05
upper bound on that fraction: 8.887e-05
earliest possible time for half screening: 1.129e-17 s
that time / naive time: 75.01
slowest decay time in this model: 1.198e-15 s
CHECKS
random collisions: current at t=tau / ohmic: 0.6296
current law at t=tau / ohmic: 0.6321
largest sheet-model deviation from formula: 4.93e-08
every check passed
```
